# Zero-Field Hyperfine Splitting of a Bismuth Donor in Silicon: verification in Python

```python
# Result under test: for H = h*A*I.S with electron spin S = 1/2 and nuclear
# spin I, the zero-magnetic-field splitting is h*A*(I + 1/2).
# For a bismuth donor in silicon, I = 9/2 and A = 1475 MHz, it is 5*h*A.
# I and S are dimensionless spin operators; A is a frequency.
# Matrices called "ham" hold H/h in MHz. F = I + S is the total spin.
import numpy as np
from scipy.constants import h, e


def spin_matrices(j):
    """Return Jx, Jy, Jz in the basis m = j, j-1, ..., -j."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return ((raising + lowering) / 2,
            (raising - lowering) / 2j,
            np.diag(m))


def build(nuclear_spin, coupling):
    """Return H/h, electron operators and nuclear operators."""
    dim_n = int(round(2 * nuclear_spin)) + 1
    electron = [np.kron(s, np.eye(dim_n)) for s in spin_matrices(0.5)]
    nucleus = [np.kron(np.eye(2), n) for n in spin_matrices(nuclear_spin)]
    ham = coupling * sum(s @ n for s, n in zip(electron, nucleus))
    return ham, electron, nucleus


I = 4.5
A = 1475.0  # MHz
ham, S_ops, I_ops = build(I, A)

# The matrices must obey the angular momentum algebra.
for ops in (S_ops, I_ops):
    assert np.allclose(ops[0] @ ops[1] - ops[1] @ ops[0], 1j * ops[2])

# Full diagonalization, then grouping into levels by energy.
energies, vectors = np.linalg.eigh(ham)
jumps = np.where(np.diff(energies) > 1e-6 * A)[0]
assert len(jumps) == 1
n_low = int(jumps[0]) + 1
n_high = len(energies) - n_low
E_low = energies[:n_low].mean()
E_high = energies[n_low:].mean()
gap = E_high - E_low

# Identify the total spin of each level by applying F squared.
F_squared = sum((s + n) @ (s + n) for s, n in zip(S_ops, I_ops))
F_found = []
for group in (vectors[:, :n_low], vectors[:, n_low:]):
    block = group.conj().T @ F_squared @ group
    value = block[0, 0].real
    assert np.allclose(block, value * np.eye(len(block)), atol=1e-8)
    F_found.append(-0.5 + np.sqrt(0.25 + value))
F_low, F_high = F_found
assert np.allclose([F_low, F_high], [I - 0.5, I + 0.5])
assert n_low == round(2 * F_low + 1) and n_high == round(2 * F_high + 1)


def level_formula(F):
    return A / 2 * (F * (F + 1) - I * (I + 1) - 0.75)


assert np.isclose(E_low, level_formula(I - 0.5))
assert np.isclose(E_high, level_formula(I + 0.5))
assert np.isclose(gap, A * (I + 0.5))
weighted_sum = n_low * E_low + n_high * E_high
assert abs(weighted_sum) < 1e-7 * A

# The gap law for other nuclear spins.
for twice_spin in range(1, 10):
    spin = twice_spin / 2
    values = np.linalg.eigvalsh(build(spin, A)[0])
    assert np.isclose(values[-1] - values[0], A * (spin + 0.5))

# Blocks of fixed m = m_S + m_I, cut out of the full matrix.
m_total = np.diag(S_ops[2] + I_ops[2]).real
different_m = np.abs(m_total[:, None] - m_total[None, :]) > 1e-9
assert np.allclose(ham[different_m], 0)
for m in np.arange(-I + 0.5, I + 0.5):
    idx = np.where(np.isclose(m_total, m))[0]
    block = ham[np.ix_(idx, idx)]
    off = A / 2 * np.sqrt((I + 0.5) ** 2 - m ** 2)
    expected = [[A * (m - 0.5) / 2, off], [off, -A * (m + 0.5) / 2]]
    assert np.allclose(block, expected)
    roots = A * (-0.25 + np.array([-1, 1]) * (I + 0.5) / 2)
    assert np.allclose(np.linalg.eigvalsh(block), roots)
for m in (-I - 0.5, I + 0.5):
    idx = np.where(np.isclose(m_total, m))[0]
    assert len(idx) == 1
    assert np.isclose(ham[idx[0], idx[0]].real, A * I / 2)

# Product states with m_I = +I and electron spin up or down.
up = np.eye(len(ham))[0]
down = np.eye(len(ham))[int(2 * I + 1)]
mean_up = (up @ ham @ up).real
mean_down = (down @ ham @ down).real
residual_up = np.linalg.norm(ham @ up - mean_up * up)
residual_down = np.linalg.norm(ham @ down - mean_down * down)
assert np.isclose(mean_up, 9 * A / 4)
assert np.isclose(mean_down, -9 * A / 4)
assert residual_up < 1e-8 * A and residual_down > 0.1 * A
wrong_gap = mean_up - mean_down

# Transition driven by an oscillating field along z, between m = 0 states.
idx = np.where(np.isclose(m_total, 0))[0]
_, pair = np.linalg.eigh(ham[np.ix_(idx, idx)])
assert np.allclose(np.abs(pair) ** 2, 0.5)
Sz_block = S_ops[2][np.ix_(idx, idx)]
transition = abs(pair[:, 0].conj() @ Sz_block @ pair[:, 1])
assert np.isclose(transition, 0.5)

gap_joule = h * gap * 1e6
print(f"Nuclear spin I = {I:.1f} (dimensionless)")
print(f"Contact constant A = {A:.0f} MHz")
print(f"Number of spin states = {len(energies)}")
print(f"Lower level: F = {F_low:.0f}, number of states = {n_low}")
print(f"Upper level: F = {F_high:.0f}, number of states = {n_high}")
print(f"Lower level E/h = {E_low:.2f} MHz")
print(f"Upper level E/h = {E_high:.2f} MHz")
print(f"Lower level E/(hA) = {E_low / A:.2f} (dimensionless)")
print(f"Upper level E/(hA) = {E_high / A:.2f} (dimensionless)")
print(f"Splitting divided by hA = {gap / A:.2f} (dimensionless)")
print(f"Zero-field splitting frequency = {gap:.1f} MHz")
print(f"Zero-field splitting frequency = {gap / 1000:.3f} GHz")
print(f"Zero-field splitting energy = {gap_joule / e * 1e6:.2f} microeV")
print(f"Mean E/h of product state up, m_I=9/2 = {mean_up:.2f} MHz")
print(f"Mean E/h of product state down, m_I=9/2 = {mean_down:.2f} MHz")
print(f"Wrong gap from product states = {wrong_gap:.1f} MHz")
print(f"S_z transition element at m=0 = {transition:.3f} (dimensionless)")
print("OK")
```

Printed output:

```
Nuclear spin I = 4.5 (dimensionless)
Contact constant A = 1475 MHz
Number of spin states = 20
Lower level: F = 4, number of states = 9
Upper level: F = 5, number of states = 11
Lower level E/h = -4056.25 MHz
Upper level E/h = 3318.75 MHz
Lower level E/(hA) = -2.75 (dimensionless)
Upper level E/(hA) = 2.25 (dimensionless)
Splitting divided by hA = 5.00 (dimensionless)
Zero-field splitting frequency = 7375.0 MHz
Zero-field splitting frequency = 7.375 GHz
Zero-field splitting energy = 30.50 microeV
Mean E/h of product state up, m_I=9/2 = 3318.75 MHz
Mean E/h of product state down, m_I=9/2 = -3318.75 MHz
Wrong gap from product states = 6637.5 MHz
S_z transition element at m=0 = 0.500 (dimensionless)
OK
```
